# One Positron Lifetime Does Not Mean a Vacancy-Free Crystal

A positron lifetime spectrum that is well described by one exponential can come from a crystal with almost no vacancies, or from one with so many that practically every positron is trapped before it annihilates. The number of components does not distinguish the two cases; the value of the lifetime does, if the bulk lifetime is known. Even then the saturated spectrum gives only a lower bound on the vacancy concentration. In the silicon example below, crystals with \(2\times10^{19}\) and \(5\times10^{19}\) vacancies per cm³ give fitted lifetimes of 249.99 and 250.00 ps.

## Why the belief is tempting

A positron annihilates with an electron it meets. A vacancy lacks an ion core, so it attracts a positron unless its own positive charge repels it, and its lower electron density lets the positron live longer. A crystal with some vacancies therefore has two populations of positrons, free and trapped, and its spectrum has two components. It seems to follow that a spectrum with one component has one population, the free one.

The first inference is sound, but a component can be too weak or too short-lived to be seen. The second overlooks this: the one component that is seen may belong to the trapped positrons.

## The trapping model

Let \(\tau_b\) be the lifetime in the bulk and \(\tau_v>\tau_b\) the lifetime in the vacancy, with rates \(\lambda_b=1/\tau_b\) and \(\lambda_v=1/\tau_v\). There is one vacancy type, of concentration \(C\), in a crystal with \(N\) atoms per volume. A free positron is trapped at the rate \(\kappa=\mu C/N\), where \(\mu\) is the trapping coefficient. All positrons start free and thermalized, and none escapes from a trap. The probabilities \(n_b\) and \(n_v\) of being alive in the bulk and in a vacancy obey

\[
\dot n_b=-(\lambda_b+\kappa)n_b,\qquad \dot n_v=\kappa n_b-\lambda_v n_v,
\]

with \(n_b(0)=1\) and \(n_v(0)=0\). The first equation gives \(n_b=e^{-(\lambda_b+\kappa)t}\). Multiplying the second by \(e^{\lambda_v t}\) turns it into

\[
\frac{d}{dt}\left(n_v e^{\lambda_v t}\right)=\kappa\,e^{-(\lambda_b+\kappa-\lambda_v)t},
\]

and integration from zero gives

\[
n_v=\frac{\kappa}{\lambda_b+\kappa-\lambda_v}\left[e^{-\lambda_v t}-e^{-(\lambda_b+\kappa)t}\right].
\]

The total survival probability \(n=n_b+n_v\) is thus

\[
n=I_1e^{-t/\tau_1}+I_2e^{-t/\tau_v},\qquad \frac1{\tau_1}=\lambda_b+\kappa,
\]

\[
I_2=\frac{\kappa}{\lambda_b-\lambda_v+\kappa},\qquad
I_1=1-I_2=\frac{\lambda_b-\lambda_v}{\lambda_b-\lambda_v+\kappa}.
\]

The spectrum is the annihilation rate \(-\dot n\), and \(I_1\) and \(I_2\) are the areas of its two components. Because \(\lambda_b>\lambda_v\), both are positive for any finite \(\kappa>0\), and \(\tau_1<\tau_v\). Strictly, then, there are two exponentials whenever there is trapping. A single one appears at \(\kappa=0\), with lifetime \(\tau_b\), and in the limit \(\kappa\to\infty\), where \(I_1\to0\), with lifetime \(\tau_v\). The practical question is how near to these ends a spectrum must be before a measurement cannot tell the difference.

## How the concentration disappears

The mean lifetime is \(\tau_{av}=\int_0^\infty t(-\dot n)\,dt=\int_0^\infty n\,dt\), by partial integration. The free part contributes \(\int n_b\,dt=1/(\lambda_b+\kappa)\). Integrating the equation for \(n_v\) over all times gives zero on the left, since \(n_v\) vanishes at both ends, so \(\int n_v\,dt=\kappa\tau_v\int n_b\,dt\). Hence

\[
\tau_{av}=\frac{1+\kappa\tau_v}{\lambda_b+\kappa}=\tau_b\,\frac{1+\kappa\tau_v}{1+\kappa\tau_b}.
\]

The distances from the two ends follow by subtraction; in the first, the terms \(\kappa\tau_b\tau_v\) cancel:

\[
\tau_v-\tau_{av}=\frac{\tau_v-\tau_b}{1+\kappa\tau_b},\qquad
\tau_{av}-\tau_b=\frac{\kappa\tau_b(\tau_v-\tau_b)}{1+\kappa\tau_b}.
\]

For \(\kappa\tau_b\gg1\) the mean lifetime differs from \(\tau_v\) by an amount that falls as \(1/C\). Dividing the second distance by the first gives \(\kappa\tau_b\), and therefore

\[
C=\frac{N}{\mu\tau_b}\,\frac{\tau_{av}-\tau_b}{\tau_v-\tau_{av}}.
\]

Near saturation the denominator is a small difference of two measured numbers. If the mean lifetime is uncertain by \(d\), a value that agrees with \(\tau_v\) says only that \(\tau_v-\tau_{av}<d\), which is a lower bound on \(C\). A value that agrees with \(\tau_b\) gives an upper bound. With \(r=(\tau_v-\tau_b)/d-1\), the bounds are

\[
C_{\rm low}=\frac{N}{\mu\tau_b}\,r,\qquad C_{\rm up}=\frac{N}{\mu\tau_b}\,\frac1r .
\]

## Why a fit does not notice the missing component

At time zero no positron is trapped, so the annihilation rate there is \(\lambda_b\) however many vacancies there are. This trace of the bulk lasts for a time of order \(1/\kappa\). When that is far shorter than the time resolution, the fast component acts as a spike \(I_1\delta(t)\) added to a slow component of area \(1-I_1\).

Let \(f(t)=\lambda_v e^{-\lambda_v t}\) for \(t>0\) and zero before. Its derivative contains the step at the origin, \(f'=\lambda_v\delta(t)-\lambda_v f\), so \(\delta-f=\tau_v f'\). The spectrum becomes

\[
(1-I_1)f+I_1\delta=f+I_1\tau_v f'\approx f(t+I_1\tau_v).
\]

To first order in \(I_1\), this is a single exponential of lifetime \(\tau_v\) that starts earlier by \(I_1\tau_v\). Folding with the resolution function preserves the relation. If time zero is a free parameter of the fit, it absorbs the shift, and the fitted lifetime stays at \(\tau_v\). That fitted lifetime must not be inserted for \(\tau_{av}\) in the formula for \(C\), which needs an independently known time zero.

## Numbers for silicon

Take vacancy–donor pairs in heavily doped n-type silicon at 300 K, with rough typical parameters: \(\tau_b=218\) ps, \(\tau_v=250\) ps, \(\mu=10^{15}\) s⁻¹ and \(N=5\times10^{22}\) cm⁻³. For \(C=2\times10^{19}\) cm⁻³,

\[
\kappa=\frac{10^{15}\times2\times10^{19}}{5\times10^{22}}\ {\rm s^{-1}}=400\ {\rm ns^{-1}},\qquad \kappa\tau_b=87.2,
\]

\[
\tau_v-\tau_{av}=\frac{32\ {\rm ps}}{88.2}=0.36\ {\rm ps}.
\]

The fast component has a lifetime of 2.5 ps and an area of 0.15 %.

The expected spectrum was computed for a Gaussian resolution of 250 ps full width at half maximum, 25 ps bins, two million counts and a flat background of 20 counts per bin. One exponential was then fitted by least squares, with amplitude, lifetime, time zero and background free. The excess in the table is the sum over bins of (fit − expected)²/expected. It is the amount by which the wrong model raises chi-square above its noise value of 236, the number of degrees of freedom. Only \(C\) changes between the rows.

| \(C\) (cm⁻³) | \(\tau_{av}\) (ps) | fitted lifetime (ps) | excess |
|---|---|---|---|
| \(1\times10^{15}\) | 218.1 | 218.2 | 0.46 |
| \(2\times10^{17}\) | 232.9 | 237.5 | 800 |
| \(2\times10^{19}\) | 249.6 | 249.99 | 0.003 |
| \(5\times10^{19}\) | 249.9 | 250.00 | 0.0001 |

For a correct model, chi-square scatters from one spectrum to the next by about \(\sqrt{2\times236}\approx22\). The intermediate crystal therefore fails the one-exponential fit plainly, while the first, third and fourth pass. In 40 simulated spectra with counting noise, the mean chi-square was 1063 for the intermediate crystal (a high draw: degrees of freedom plus excess give about 1040, and a mean of 40 scatters by about 9) and 232 for the one with \(2\times10^{19}\) cm⁻³. For the latter the fitted lifetime scattered by 0.24 ps, far more than the 0.006 ps that separates the two saturated crystals. In the fit to its expected spectrum, without noise, time zero moved by −0.36 ps, close to the predicted \(-I_1\tau_v=-0.37\) ps.

Longer counting is a poor remedy. At a fixed ratio of background to signal, the excess grows in proportion to the counts, so raising 0.003 to 10 would take some thousands of times more counts, and a resolution function known to matching accuracy.

Suppose now that time zero is known and the mean lifetime is uncertain by 1 ps. Then \(r=31\), and \(N/(\mu\tau_b)=2.3\times10^{17}\) cm⁻³. A mean lifetime that agrees with 250 ps implies \(C>7\times10^{18}\) cm⁻³. One that agrees with 218 ps implies \(C<7\times10^{15}\) cm⁻³, which does not prove that the crystal is free of vacancies. Between the bounds lies a factor of \(31^2=961\), the range in which the mean lifetime measures \(C\). This takes \(\tau_b\) and \(\tau_v\) as exact. If their own errors widen the allowed distance to 2 ps, then \(r=15\), the bounds become \(3.4\times10^{18}\) and \(1.5\times10^{16}\) cm⁻³, and the factor shrinks to 225.

## What the real case changes

The two saturated concentrations are high: with \(2\times10^{20}\) donors per cm³, they bind one donor in ten and one in four. They were chosen to lie deep in saturation. One assumption that suffers there is that positrons are thermalized before they are trapped. Thermalization takes roughly 3 ps, while \(1/\kappa=2.5\) ps at \(2\times10^{19}\) cm⁻³. If no trapping at all occurred during those 3 ps, the mean lifetime would lie 0.80 ps below \(\tau_v\) instead of 0.36 ps. The one-exponential fit would still give 249.98 ps, with an excess of 0.03. The disguise survives, but the lower bound on \(C\) is an order-of-magnitude statement. It also scales as \(1/\mu\), and \(\mu\) is only roughly known.

The vacancies in the two saturated crystals are also only about 3.7 and 2.7 nm apart, comparable to the thermal wavelength of a positron, 4.3 nm. Treating them as independent traps, with \(\kappa\) proportional to \(C\), is therefore approximate.

Several other effects can be estimated. Some positrons annihilate in the source foil, with a lifetime of roughly 380 ps; misjudging their share by 0.5 % of the counts shifts the mean by about \(0.005\times130=0.65\) ps. An error of time zero enters the mean in full, so an uncertainty of 1 ps also requires time zero to be known to better than 1 ps. The donor electrons add 0.1 % to the valence electrons, which would change \(\tau_b\) by about 0.2 ps if the annihilation rate followed the total density. The finite speed of diffusion to the traps, for a diffusion coefficient of 2.5 cm²/s and a trap radius of 0.3 nm, would matter at the level of \((\mu/N)/(4\pi DR)=2\,\%\) of \(\kappa\), or about 5 % for \(D=1\) cm²/s, if the motion were diffusive down to the trap radius. The mean free path is several nanometres, far longer than \(R\), so these figures overestimate the depletion around a trap.

Escape from the trap follows from detailed balance: its rate is \((\mu Q/N)e^{-E/kT}\), where \(E\) is the binding energy and \(Q=(mkT/2\pi\hbar^2)^{3/2}\) the thermal density of states for the free positron mass \(m\). At 300 K it reaches 1 % of \(\lambda_v\) only if \(E\) is as small as 0.23 eV; for a binding of about 1 eV it is negligible.

## What a single component does tell

With a trustworthy bulk reference, a single lifetime of 250 ps is strong evidence for open-volume defects such as vacancies, since it lies 32 ps above the bulk value. A single lifetime of 218 ps limits the vacancies that trap positrons, but not positively charged ones, which repel them. The limit also assumes that no other trap competes. A trap with a bulk-like lifetime, such as a negative ion that holds the positron, can hide vacancies: with \(C=10^{17}\) cm⁻³ and a competing trapping rate of 100 ns⁻¹ without escape, the mean lifetime is only 218.6 ps.

The disguise also requires that one vacancy type dominates the trapping, or that the lifetimes of the types are too close to be resolved. If two types with clearly different lifetimes trap at large rates \(\kappa_1\) and \(\kappa_2\), each positron is caught almost at once, by type \(i\) with probability \(\kappa_i/(\kappa_1+\kappa_2)\). The spectrum then has two components with these areas. They give the ratio of the trapping rates, while the total concentration remains hidden.

A quantity that does not saturate in this model is the distance a positron diffuses before it is trapped or annihilates, which can be probed with a slow positron beam. In a steady state without electric fields, the density of free positrons away from their source obeys \(D n''=(\lambda_b+\kappa)n\). It decays as \(e^{-x/L}\) with

\[
L=\sqrt{\frac{D}{\lambda_b+\kappa}} .
\]

With \(D=2.5\) cm²/s, \(L\) is 25 and 16 nm for the two saturated crystals, against 233 nm in the nearly clean one. That \(D\) suits lightly doped silicon. Scattering on \(2\times10^{20}\) screened donor ions per cm³ is estimated to lower it to roughly 1 cm²/s, which shortens all three lengths by a factor of about 1.6. Since trapping there competes with thermalization, these lengths show the trend rather than a calibration. The trend is nevertheless what the lifetime lacks: \(L\) keeps falling as \(C^{-1/2}\) after the lifetime has stopped changing.
